# Pull-in voltages of an electrostatic relay with trapped coating charge

## Problem

A flat electrode carries a dielectric coating of thickness $d$ and relative permittivity $k$. Above it, across an open gap, hangs a rigid metal plate on springs. A voltage between electrode and plate pulls the plate down. At a certain voltage, the pull-in voltage, the springs can no longer balance the attraction and the plate snaps onto the coating.

The coating has trapped a uniform charge $\sigma$ per area on the surface that faces the gap. The coated electrode is held at potential $V$ and the plate at zero. The voltage is swept slowly from zero, once upwards and once downwards, each time starting with the plate open. The trapped charge stays constant and is the same in both sweeps.

Data: $\sigma=+1$ mC/m², $d=10$ nm, $k=4$, rest gap $g_0=100$ nm. The plate is tungsten, 5 µm square. It hangs on four tungsten flexures, each of length $L=5$ µm, width $b=500$ nm and thickness $h=100$ nm. Take $Y=400$ GPa as a rough value for Young's modulus. Each flexure is clamped at one end and guided at the other, so that its moving end shifts without turning.

1. Find the field in the gap when the gap is $g$.
2. Find the attraction per area on the plate.
3. Find the positive and the negative pull-in voltage, with and without the trapped charge.
4. Someone states that trapped charge lowers the pull-in voltage. Decide whether this is true, and say what happens if the sign of the charge is reversed or if the plate is driven instead of the electrode.
5. How much charge would make the plate collapse with no voltage applied?

Neglect edge fields, assume that the plate stays parallel to the electrode, and assume that the electrode attracts only the plate and not the flexures. Both electrodes are tungsten, and any contact potential is taken to be zero.

## Hints

**Hint 1.** The displacement field $D$ is uniform within the coating and within the gap, but the two values differ. What fixes their difference? What fixes the sum of the two potential drops?

**Hint 2.** The voltage source does work while the plate moves. Differentiating the field energy alone at fixed voltage therefore gives the wrong force. Subtract the work of the source first.

**Hint 3.** Look for one combination of $V$ and $\sigma$ that carries all the dependence of the force on these two quantities. Does it contain the gap?

**Hint 4.** Write the balance of forces as "(voltage)² = function of travel". An equilibrium exists only while the left side stays below the maximum of the right side.

## Solution

### 1. The field in the gap

Let $z$ point from the electrode ($z=0$) to the plate ($z=d+g$), and count fields positive along $z$. Gauss's law for a thin box around the charged surface at $z=d$ gives

$$D_g-D_c=\sigma ,$$

where $D_c$ is the displacement in the coating and $D_g$ that in the gap. The potential falls from $V$ to zero across both layers:

$$V=\frac{D_c\,d}{k\varepsilon_0}+\frac{D_g\,g}{\varepsilon_0}.$$

Inserting $D_c=D_g-\sigma$,

$$V=\frac{D_g}{\varepsilon_0}\left(g+\frac dk\right)-\frac{\sigma d}{k\varepsilon_0}.$$

Define the electrical gap and the shift voltage

$$G=g+\frac dk,\qquad V_\sigma=\frac{\sigma d}{k\varepsilon_0}.$$

The field in the gap is then

$$E=\frac{D_g}{\varepsilon_0}=\frac{V+V_\sigma}{G}.$$

The sign can be checked at $V=0$. The positive trapped charge sends field lines both ways, to the electrode below and to the plate above. In the gap they point towards the plate, as they do for a positive $V$, so positive charge and positive voltage add. The gap field vanishes at $V=-V_\sigma$, where all field lines of the trapped charge end on the coated electrode.

### 2. The attraction

Let $P$ be the attraction per area. Pull the plate outwards by $dg$ at fixed $V$. The external hand does the work $P\,dg$, and the source does the work $V\,dQ$, where $Q$ is the charge per area on the coated electrode. The trapped charge does not move, so no work is done on it by outside agents. The field energy $U$ changes by

$$dU=P\,dg+V\,dQ\quad\Rightarrow\quad P=\frac{\partial\Omega}{\partial g},\qquad \Omega=U-VQ .$$

Since there is no field inside the metal, $Q=D_c=D_g-\sigma$. Write $D$ for $D_g$ and $a$ for $d/k$. The energy is

$$\varepsilon_0U=\tfrac12a(D-\sigma)^2+\tfrac12gD^2,$$

and the voltage is $\varepsilon_0V=a(D-\sigma)+gD$. Therefore

$$\varepsilon_0\Omega=\tfrac12a(D-\sigma)^2+\tfrac12gD^2-(D-\sigma)\left[a(D-\sigma)+gD\right].$$

Multiplying out the last product and collecting terms,

$$\varepsilon_0\Omega=-\tfrac12a(D-\sigma)^2-\tfrac12gD^2+\sigma gD .$$

Expanding the square, and using $a+g=G$,

$$\varepsilon_0\Omega=-\tfrac12GD^2+\sigma GD-\tfrac12a\sigma^2 .$$

Part 1 gives $GD=\varepsilon_0W$ with $W=V+V_\sigma$, so

$$\Omega=-\frac{\varepsilon_0W^2}{2G}+\sigma W-\frac{\sigma^2d}{2k\varepsilon_0}.$$

At fixed $V$ and $\sigma$, $W$ does not change with the gap. Only the first term depends on $g$, and

$$P=\frac{\varepsilon_0\,(V+V_\sigma)^2}{2G^2}=\tfrac12\varepsilon_0E^2 .$$

The second form is the usual electrostatic pressure on a metal surface in a field $E$.

Voltage and charge enter the force through $V+V_\sigma$ alone, and $V_\sigma$ does not contain the gap. At every gap, the curve of force against voltage is the curve of the neutral device moved sideways by $-V_\sigma$.

### 3. The pull-in voltages

Let $x=g_0-g$ be the travel of the plate, $G_0=g_0+d/k$ the electrical gap at rest, and $\kappa$ the spring stiffness divided by the plate area. Balance requires

$$\kappa x=\frac{\varepsilon_0W^2}{2(G_0-x)^2}\quad\Leftrightarrow\quad W^2=\frac{2\kappa}{\varepsilon_0}\,x(G_0-x)^2 .$$

The derivative of $x(G_0-x)^2$ is $(G_0-x)(G_0-3x)$. The right side therefore rises until $x=G_0/3$ and then falls. Its maximum is

$$\frac{G_0}{3}\left(\frac{2G_0}{3}\right)^2=\frac{4G_0^3}{27}.$$

The rising part is the stable one. The attraction grows with travel at the rate $dP/dx=2P/(G_0-x)$, which in balance equals $2\kappa x/(G_0-x)$. This is smaller than $\kappa$ as long as $x<G_0/3$. The plate can reach this travel before touching the coating if $G_0/3<g_0$, that is, if $d/k<2g_0$, which holds here by a wide margin.

Equilibrium is lost when $|W|$ reaches

$$V_0=\sqrt{\frac{8\kappa G_0^3}{27\varepsilon_0}} .$$

For $\sigma=0$ the thresholds are $\pm V_0$. With charge, $V+V_\sigma=\pm V_0$, so

$$V_+=+V_0-V_\sigma,\qquad V_-=-V_0-V_\sigma .$$

**Numbers.** The shift voltage is

$$V_\sigma=\frac{10^{-3}\times10^{-8}}{4\times8.854\times10^{-12}}\ \text{V}=0.28\ \text{V}.$$

For the stiffness of a flexure, let its guided end move by $x$, and let $s$ run from 0 to 1 along its length. With no load in between, the deflection is a cubic in $s$. Zero slope at both ends makes it $x(3s^2-2s^3)$, whose third derivative with respect to position has the size $12x/L^3$. The shear force is $YI$ times this, with $I=bh^3/12$ for a rectangular section. The stiffness is thus

$$\frac{12YI}{L^3}=\frac{Ybh^3}{L^3}=\frac{4\times10^{11}\times5\times10^{-7}\times10^{-21}}{1.25\times10^{-16}}\ \text{N/m}=1.6\ \text{N/m}.$$

Four flexures give 6.4 N/m. Dividing by the plate area of $2.5\times10^{-11}$ m² gives $\kappa=2.56\times10^{11}$ N/m³. With $G_0=100+10/4=102.5$ nm,

$$V_0=\sqrt{\frac{8\times2.56\times10^{11}\times(1.025\times10^{-7})^3}{27\times8.854\times10^{-12}}}\ \text{V}=3.04\ \text{V}.$$

The neutral device pulls in at $\pm3.04$ V, the charged one at

$$V_+=V_0-V_\sigma=+2.755\ \text{V},\qquad V_-=-V_0-V_\sigma=-3.320\ \text{V}.$$

In both cases the plate has travelled 34 nm when it snaps.

These thresholds were also found without the formula for $V_0$, by solving Poisson's equation numerically and searching for the voltage at which equilibrium disappears. Both moved by $-0.2824$ V when the charge was added, as the numerical output shows.

### 4. Does trapped charge lower the pull-in voltage?

Not as a general statement. On the signed voltage axis both thresholds move the same way, here by $-0.28$ V. In magnitude one falls and the other rises, each by about 9 % of $V_0$. A drive of $3.0$ V, reached slowly, shows the difference. (After a sudden step, a weakly damped plate can overshoot and close below the static threshold.) The neutral relay stays open at either polarity. The charged relay, starting open each time, closes at $+3.0$ V, where $|W|=3.28$ V exceeds $V_0$, and stays open at $-3.0$ V, where $|W|=2.72$ V.

Reversing the sign of $\sigma$ reverses $V_\sigma$, and the thresholds become $+3.320$ V and $-2.755$ V. Driving the plate at $V'$ with the coated electrode at zero has the same effect on the signs. Only the potential difference matters, so $V=-V'$, and the thresholds in $V'$ are $\pm V_0+V_\sigma$. A quoted shift therefore has a meaning only together with the electrode to which the voltage refers.

The two thresholds separate the shift voltage from the neutral pull-in voltage:

$$\frac{V_++V_-}{2}=-V_\sigma,\qquad \frac{V_+-V_-}{2}=V_0 .$$

If $d$, $k$ and $g_0$ are known, the midpoint gives the charge and the half-width gives the spring stiffness. This holds within the present model, with uniform charge that is the same in both sweeps.

### 5. Collapse without voltage

At $V=0$ the effective voltage is $W=V_\sigma$. An equilibrium exists as long as $|V_\sigma|<V_0$. The limiting charge is

$$|\sigma|=\frac{k\varepsilon_0V_0}{d}=10.8\ \text{mC/m}^2,$$

about eleven times the given charge. Below it, the two thresholds lie on opposite sides of zero. Above it, the sweep has no open state to start from.

## When the shift is rigid, and when it is not

The linear spring was needed for $V_0$ but not for the shift. For any restoring pressure $R(x)$ that does not depend on voltage, balance reads $R(x)=\varepsilon_0W^2/[2(G_0-x)^2]$. Voltage and charge again appear only in $W$. Changes in the mechanics therefore move $V_0$ and leave $V_\sigma$ alone.

Two such changes can be sized for this plate. If the flexure ends were held so that bending also stretched them, $V_0$ would rise from 3.04 to 3.18 V. The Casimir attraction, taken for ideal mirrors as an upper estimate, lowers it from 3.04 to 3.03 V. With both included, $V_0$ is 3.16 V, and the numerical search still gives a shift of $-V_\sigma$ for both polarities, to within 0.01 mV.

Heat can matter far more. Suppose that the held flexures expand by $2\times10^{-6}$ per kelvin more than their support, a rough value. With the expansion of the plate itself left out, warming by 100 K then compresses them enough to reduce their stiffness against small deflections to about 0.4 of its cold value. If the flexures lie in line with the plate, its expansion adds to the compression and softens them further. For a linear spring $V_0\propto\sqrt\kappa$, so this softening alone would lower $V_0$ from 3.04 V to about 1.9 V. The stretching described above would offset part of the drop. The values in the solution therefore presuppose a suspension that relieves axial stress, for instance flexures placed so that the plate can turn slightly in its own plane.

Edge fields leave the shift exact as long as the electrode and its uniformly charged coating extend well beyond the plate. At $V=-V_\sigma$ the coating surface is then at zero potential and the field above it vanishes, whatever the shape of the grounded plate. By superposition the field at any other voltage is that of the neutral device at $V+V_\sigma$. Only $V_0$ changes. For a long plate 500 nm thick at the pull-in gap, two edges add about 1.6 % to the force, so four edges add roughly 3 %. If the electrode also ran under the flexures, whose area is 40 % of that of the plate, $V_0$ would fall to about 2.8 V. The perfect square is lost when the electrode or the charge ends near the edge of the plate. For a long electrode as wide as the plate and 500 nm thick, the minimum of the force moves only from $-0.282$ to $-0.280$ V.

**Beside real relays.** The dimensions here belong to a nanoscale relay. At the same $\sigma$ and $k$, a coating ten times thicker would give a shift ten times larger. The assumption of constant charge can also fail. When the plate closes at $-3.32$ V, the coating carries 3.3 MV/cm, against a rough breakdown field of 10 MV/cm. For an ideal barrier of 3 eV and a tunnelling mass of 0.4 electron masses, both rough, the transmission is about $10^{-29}$, so direct injection through a perfect film is strongly suppressed. Defects are not included in this estimate, and they can let charge in. Contact with the plate can also add or remove charge at the surface, which this barrier does not protect. Over the last nanometre of closing the gap field is about 10 MV/cm, and the transmission across the gap rises from about $10^{-9}$ at 1 nm to about $10^{-5}$ at 0.5 nm for a rough work function of 4.5 eV. Each further 1 mC/m², which is $6.2\times10^{11}$ elementary charges per cm², moves both thresholds by another 0.28 V. A contact potential also adds a constant to $V$. It can arise even between two tungsten parts, since crystal faces differ in work function by tenths of an electronvolt and the coating can add interface dipoles. A mismatch of 0.1 V looks the same as 0.35 mC/m² of trapped charge, and the two thresholds alone cannot tell them apart.

A closed relay need not reopen when the voltage returns to zero. In perfectly smooth contact ($g=0$), the trapped charge alone attracts the plate with $\sigma^2/(2\varepsilon_0)=56$ kPa, while the springs pull back with only $\kappa g_0=26$ kPa. A voltage between about $-0.47$ and $-0.09$ V brings this electrostatic part below the spring pull, and the charge alone holds the plate only within about 1.2 nm of the coating. At such distances adhesion is far stronger. With a rough Hamaker constant of $10^{-19}$ J, the van der Waals attraction between flat surfaces is about 5 MPa at 1 nm and exceeds the spring pull out to about 6 nm. A smooth plate would therefore stick at any voltage. Release needs roughness or small contact bumps that keep most of the area further apart. The plate must be open again before the second threshold is measured.

## Variation A: charge inside the coating

*The same total charge is spread evenly through the thickness of the film. What is the shift?*

Let $\rho(z)$ be the charge density in the coating. Gauss's law between height $z$ and the gap gives

$$D(z)=D_g-\int_z^d\rho(z')\,dz' .$$

The total potential drop is

$$V=\frac{D_gG}{\varepsilon_0}-\frac{1}{k\varepsilon_0}\int_0^d dz\int_z^d\rho(z')\,dz' .$$

In the double integral, a charge at $z'$ is counted for every $z$ between 0 and $z'$, which gives it the weight $z'$. Hence $E=(V+V_\sigma)/G$ as before, now with

$$V_\sigma=\frac{1}{k\varepsilon_0}\int_0^d\rho(z)\,z\,dz .$$

The pressure on the plate is still $\varepsilon_0E^2/2$, since it depends only on the field at the metal surface. For $\rho=\sigma/d$ the integral is $\sigma d/2$, and the shift voltage is halved to 0.14 V. The thresholds are $3.04-0.14=+2.90$ V and $-3.04-0.14=-3.18$ V.

Charge close to the electrode hardly counts, because its field lines end on the nearby metal. The shift measures the first moment of the charge, and yields the amount only if the depth is known.

## Variation B: uneven charge

*The surface charge is $\sigma[1+\cos(2\pi y/\lambda)]$, with $y$ along the plate and the same mean as before. What changes if $\lambda=5$ µm, and what if $\lambda=50$ nm?*

For $\lambda=5$ µm the charge varies slowly compared with the gap, and each small area acts as a uniform capacitor with its own shift voltage $\bar V_\sigma+\delta(y)$. Here $\bar V_\sigma$ is the mean and $\delta$ averages to zero. The mean pressure on the plate is

$$P=\frac{\varepsilon_0}{2G^2}\left\langle(V+\bar V_\sigma+\delta)^2\right\rangle=\frac{\varepsilon_0}{2G^2}\left[(V+\bar V_\sigma)^2+s^2\right],\qquad s^2=\langle\delta^2\rangle .$$

The cross term has dropped out because $\langle\delta\rangle=0$. The bracket takes the place of $W^2$, so pull-in occurs at

$$V_\pm=-\bar V_\sigma\pm\sqrt{V_0^2-s^2}.$$

The midpoint still gives the mean charge, but the window between the thresholds is narrower. The cosine has a mean square of 1/2, so $s=0.28/\sqrt2=0.20$ V. The half-width falls by about 7 mV, or 0.2 %. The change is small because $s$ enters squared: for $s\ll V_0$ the loss is about $s^2/(2V_0)$. If $s$ exceeded $V_0$, no voltage could hold the plate open. These results need a plate that stays parallel, as it does for a pattern centred on the plate. Shifted by a quarter period, the pattern exerts a torque. For flexures at the corners it tilts the edge by 2 to 3 nm and raises the loss to between about 12 and 17 mV, depending on how much the flexures resist twisting.

For $\lambda=50$ nm the local picture fails. In the gap, the varying part of the potential obeys Laplace's equation and decays away from the coating roughly as $e^{-2\pi z/\lambda}$, with $z$ now measured from the coating surface. At the pull-in gap of 66 nm the exponent is about $-8.3$, so the ripple hardly reaches the plate and only the mean charge acts.

A numerical solution at this gap and $V=2$ V confirms both limits. For $\lambda=5$ µm the extra pressure agrees with the $s^2$ term to within 1 %. For $\lambda=50$ nm it is less than 1 % of that term.

## Calculated quantities

```
INPUTS
trapped charge: 1.00 mC/m^2
coating thickness: 10.0 nm
coating relative permittivity: 4.0
rest gap: 100.0 nm
plate side: 5.0 um
plate thickness: 500 nm
flexure length: 5.0 um
flexure width: 500 nm
flexure thickness: 100 nm
tungsten modulus (rough): 400 GPa
tungsten work function (rough): 4.5 eV
RESULTS
trapped elementary charges: 6.242e+11 per cm^2
shift voltage Vs: 0.2824 V
stiffness of one flexure: 1.600 N/m
total stiffness: 6.400 N/m
stiffness per area: 2.5600e+11 N/m^3
electrical rest gap G0: 102.50 nm
neutral pull-in from formula: 3.0373 V
neutral pull-in, search: +3.0373 and -3.0373 V
charged pull-in, search: +2.7550 and -3.3197 V
signed shift, positive branch: -0.2824 V
signed shift, negative branch: -0.2824 V
positive pull-in for opposite charge: +3.3197 V
travel at pull-in: 34.17 nm
open gap at pull-in: 65.83 nm
charge for collapse at zero bias: 10.76 mC/m^2
shift voltage, charge spread through film: 0.1412 V
NEGLECTED EFFECTS
V0 with flexure stretching (held ends): 3.1769 V
V0 with ideal-mirror Casimir attraction: 3.0253 V
V0 with both: 3.1638 V
expansion mismatch (rough): 2.0e-06 per K
heating considered: 100 K
stiffness factor when heated (held ends): 0.395
V0 when heated (held ends): 1.910 V
electrostatic pressure at pull-in: 8.75 kPa
plate sag at pull-in: 0.017 nm
rest gap / plate side: 2.0 %
charge mimicked by 0.1 V contact potential: 0.354 mC/m^2
rms spread of Vs for charge sigma*(1+cos): 0.1997 V
half-window with that spread: 3.0308 V
gap field at pull-in: 0.444 MV/cm
coating field after closure at negative pull-in: 3.32 MV/cm
coating breakdown field (rough): 10 MV/cm
coating barrier (rough): 3.0 eV
coating tunnelling mass (rough): 0.4 electron masses
log10 transmission, closed coating: -29.4
log10 transmission, open gap at pull-in: -505
```
